# Ehrenfest Equations and Momentum Balance with a Separable Pseudopotential

## The problem

One electron moves on a line in the field of two ions. The ions are classical particles with positions \(X_j\), momenta \(P_j\), masses \(M_j\) and charges \(Z_j\), where \(j=1,2\). Hartree atomic units are used, so \(\hbar\), the electron mass and the elementary charge are 1, and the electron has charge \(-1\). The electron obeys \(i\,\partial\psi/\partial t=H\psi\) with

\[
H=\frac{p^2}{2}+\sum_j V_j(x-X_j)+\sum_j D_j|\beta_j\rangle\langle\beta_j|+\mathcal E(t)\,x .
\]

The third term is the separable part of a norm-conserving pseudopotential. The projector \(\beta_j(x-X_j)\) is a real, localized function that travels with its ion, and \(D_j\) is a real strength. The uniform field \(\mathcal E(t)\) exerts the force \(-\mathcal E\) on the electron and \(Z_j\mathcal E\) on ion \(j\). The ions repel each other with energy \(W=Z_1Z_2/|X_2-X_1|\). The wavefunction is normalized and vanishes far from the ions.

(a) Find \(d\langle x\rangle/dt\) and \(d\langle p\rangle/dt\).

(b) Find the force of the electron on each ion.

(c) Find a total momentum that changes only through the external field, and evaluate its balance for the model below.

**The model.** Both charges are 1, and the masses are \(M_1=100\) and \(M_2=200\), light enough for the recoil to be visible. With \(u=x-X_j\) and \(s=0.8\), the functions are

\[
V_j=-\frac{1}{\sqrt{u^2+1}},\qquad
\beta_1=\frac{e^{-u^2/2s^2}}{(\pi s^2)^{1/4}},\qquad
\beta_2=\frac{\sqrt2\,u}{s}\,\frac{e^{-u^2/2s^2}}{(\pi s^2)^{1/4}},
\]

with \(D_1=1\) and \(D_2=-0.5\). The ions start at rest at \(X_1=-1\) and \(X_2=1\), with the electron in its lowest state for these positions. The field is \(\mathcal E=0.05\sin^2(\pi t/10)\) for \(0<t<10\) and zero afterwards.

The equations for \(\psi\), \(X_j\) and \(P_j\) were propagated together up to \(t=20\) by a fourth-order Runge-Kutta method with time step 0.01, on a Fourier grid of 400 points over a length of 100. At \(t=8\) the field is 0.0173 and \(\langle p\rangle=-0.1680\). The other data at that time involve the overlaps

\[
b_j=\langle\beta_j|\psi\rangle,\qquad c_j=\langle\beta_j|(x-X_j)\psi\rangle,\qquad d_j=\langle\beta_j'|\psi\rangle ,
\]

where the prime is the derivative with respect to \(x\).

| | ion 1 | ion 2 |
|---|---|---|
| \(X_j\) | −1.0697 | 1.0421 |
| \(b_j\) | 0.0925 − 0.2321i | −0.1434 + 0.0886i |
| \(c_j\) | 0.0896 − 0.2859i | 0.1157 − 0.7068i |
| \(d_j\) | −0.1400 + 0.4467i | 0.0987 − 0.5370i |
| \(\langle V_j'\rangle\) | 0.1943 | −0.0641 |

## A tempting solution

The pseudopotential is a potential, and a potential commutes with position. Only the kinetic energy then contributes to the velocity:

\[
\frac{d\langle x\rangle}{dt}=-i\Big\langle\Big[x,\frac{p^2}{2}\Big]\Big\rangle=\langle p\rangle .
\]

All interactions depend on the electron's position relative to the ions, so action equals reaction and the internal forces cancel. The electron's momentum is its mass times its velocity. The quantity

\[
\frac{d\langle x\rangle}{dt}+P_1+P_2
\]

should therefore change at the rate \((Z_1+Z_2-1)\mathcal E\), the net charge times the field.

The data contradict this. At \(t=8\) the argument predicts a velocity of \(-0.1680\). The slope of the propagated \(\langle x\rangle(t)\), taken by finite differences, is \(-0.0655\). The predicted speed is too large by a factor of about 2.6.

## Where the fault lies

The first sentence of the argument is wrong. A local potential multiplies \(\psi(x)\) by a number at each point, and such an operation commutes with multiplication by \(x\). The separable term acts differently:

\[
(D|\beta\rangle\langle\beta|\psi\rangle)(x)=D\,\beta(x-X)\int\beta(y-X)\,\psi(y)\,dy .
\]

It collects amplitude from the whole range of the projector and returns it in the shape of \(\beta\). Multiplying by \(x\) before this operation differs from multiplying by \(x\) after it. The commutator \([x,|\beta\rangle\langle\beta|]\) is therefore not zero, and velocity and momentum become different quantities.

The argument about action and reaction contains something correct, but it must be applied to the right momentum. This requires both commutators.

## The correct solution

### Rate of change of a mean value

Let \(A\) be an operator without explicit time dependence, such as \(x\) or \(p\). From \(\dot\psi=-iH\psi\) and the Hermiticity of \(H\),

\[
\frac{d}{dt}\langle\psi|A|\psi\rangle
=\langle -iH\psi|A\psi\rangle+\langle\psi|A(-iH)\psi\rangle
=i\langle HA\rangle-i\langle AH\rangle
=-i\langle[A,H]\rangle .
\]

The ions move, so \(H\) depends on time, but no derivative of \(H\) has appeared. The formula holds at each instant with the current \(X_j\).

Norm conservation matters here. If the pseudopotential came with an overlap operator \(S(X_j)\), the equation of motion \(iS\dot\psi=H\psi\) would give \(d\langle\psi|S|\psi\rangle/dt=\langle\partial S/\partial t\rangle\). This is nonzero in general for moving ions, so further terms would be needed.

### The velocity

The kinetic part follows from \([x,p]=i\):

\[
\Big[x,\frac{p^2}{2}\Big]=\frac12\big([x,p]\,p+p\,[x,p]\big)=ip ,
\qquad -i\langle ip\rangle=\langle p\rangle .
\]

The terms \(V_j\) and \(\mathcal E x\) commute with \(x\). For one separable term, write \(a=\langle\beta|x\psi\rangle\). Since \(x\) is Hermitian, \(\langle\psi|x\beta\rangle=a^*\), and

\[
\langle[x,D|\beta\rangle\langle\beta|]\rangle
=D\big(\langle\psi|x\beta\rangle\langle\beta|\psi\rangle-\langle\psi|\beta\rangle\langle\beta|x\psi\rangle\big)
=D(a^*b-b^*a)=2iD\,\mathrm{Im}(a^*b).
\]

The last step uses \(z-z^*=2i\,\mathrm{Im}\,z\). Multiplication by \(-i\) gives \(2D\,\mathrm{Im}(a^*b)\).

This must not depend on where the origin of \(x\) lies. Indeed \(a=c+Xb\), so \(a^*b=c^*b+X|b|^2\), and the second term is real. Hence

\[
\frac{d\langle x\rangle}{dt}=\langle p\rangle+v_{\rm NL},\qquad
v_{\rm NL}=\sum_j2D_j\,\mathrm{Im}(c_j^*b_j).
\]

The electron's contribution to the electric current is \(-d\langle x\rangle/dt\), so it includes \(v_{\rm NL}\).

### What the extra velocity means

The density shows how this velocity arises. From the Schrödinger equation, \(\partial|\psi|^2/\partial t=2\,\mathrm{Im}(\psi^*H\psi)\). The local potentials are real and drop out. The kinetic term gives the usual current \(j=\mathrm{Im}(\psi^*\psi')\), so that

\[
\frac{\partial|\psi|^2}{\partial t}=-\frac{\partial j}{\partial x}+\sum_j2D_j\,\mathrm{Im}(\psi^*\beta_jb_j).
\]

The last term removes density at some points and adds it at others. Its integral is \(\sum_j2D_j\,\mathrm{Im}(b_j^*b_j)=0\), so no charge is lost. Multiplied by \(x\) and integrated, it gives \(v_{\rm NL}\). The projector thus transfers charge within its own range, and this transfer is missing from \(j\), whose integral is \(\langle p\rangle\).

If \(\psi\) is real, apart from a constant phase, then \(c_j^*b_j\) is real and \(v_{\rm NL}=0\). This is the case in the initial state. The term also vanishes when the electron is out of reach of the projectors.

A sudden kick shows the term at work. Let a very short field pulse turn a real bound state \(\varphi\) into \(e^{i\kappa x}\varphi\), with one ion at rest. Then \(\langle p\rangle=\kappa\). Put \(b_0=\langle\beta|\varphi\rangle\), \(c_0=\langle\beta|u\varphi\rangle\) and \(e_0=\langle\beta|u^2\varphi\rangle\), all real. Apart from a common phase, which cancels in \(c^*b\), first order in \(\kappa\) gives \(b=b_0+i\kappa c_0\) and \(c=c_0+i\kappa e_0\). Therefore

\[
\mathrm{Im}(c^*b)=\mathrm{Im}\big[(c_0-i\kappa e_0)(b_0+i\kappa c_0)\big]=\kappa(c_0^2-b_0e_0),
\]

\[
\frac{d\langle x\rangle}{dt}=\kappa\big[1+2D(c_0^2-b_0e_0)\big].
\]

For an even \(\varphi\) and an odd projector, \(b_0=e_0=0\), and a negative \(D\) makes the velocity smaller than \(\kappa\). For an even \(\varphi\) and an even projector, \(c_0=0\), and a positive \(D\) does the same if \(b_0e_0>0\). The electron responds to a weak kick as if its inertia had changed, although the kick gave it the momentum \(\kappa\).

### The force on the electron

For the local terms, \([p,V_j]=-iV_j'\) and \([p,\mathcal Ex]=-i\mathcal E\). Multiplied by \(-i\), they give the forces \(-\langle V_j'\rangle\) and \(-\mathcal E\).

For the separable term, \(p=-i\,d/dx\) gives \(p|\beta\rangle=-i|\beta'\rangle\). The adjoint of this relation is \(\langle\beta|p=i\langle\beta'|\), because \(p\) is Hermitian and \(\beta\) is localized. Thus

\[
[p,D|\beta\rangle\langle\beta|]=D\big(-i|\beta'\rangle\langle\beta|-i|\beta\rangle\langle\beta'|\big).
\]

Its mean value is \(-iD(d^*b+b^*d)=-2iD\,\mathrm{Re}(b^*d)\). Another factor \(-i\) turns this into \(-2D\,\mathrm{Re}(b^*d)\). The second Ehrenfest equation is

\[
\frac{d\langle p\rangle}{dt}=-\sum_j\langle V_j'\rangle-\sum_j2D_j\,\mathrm{Re}(b_j^*d_j)-\mathcal E .
\]

Unlike \(v_{\rm NL}\), the nonlocal force need not vanish for a real wavefunction.

### The force on the ions

The ionic force follows from energy conservation. With the field off, the total energy is \(\langle H\rangle+W+\sum_jP_j^2/2M_j\). The change of \(\psi\) contributes nothing to \(d\langle H\rangle/dt\), since \([H,H]=0\), and only the dependence on \(X_j\) remains. With \(\dot X_j=P_j/M_j\), the energy changes at the rate

\[
\sum_j\dot X_j\left(\frac{\partial\langle H\rangle}{\partial X_j}\bigg|_{\psi}+\frac{\partial W}{\partial X_j}+\dot P_j\right).
\]

For forces that depend on \(X_j\) and \(\psi\) but not on the ionic velocities, the brackets do not depend on the \(\dot X_j\), which can be chosen freely, so this vanishes for all velocities if and only if each bracket vanishes. The electron therefore exerts the force \(F_j=-\partial\langle H\rangle/\partial X_j\), taken at fixed \(\psi\). The wavefunction need not be an eigenstate.

Both \(V_j\) and \(\beta_j\) depend on \(x-X_j\), so a derivative with respect to \(X_j\) is minus a derivative with respect to \(x\). In particular \(\partial b_j/\partial X_j=-d_j\), and

\[
\frac{\partial}{\partial X_j}D_j|b_j|^2=-D_j(d_j^*b_j+b_j^*d_j)=-2D_j\,\mathrm{Re}(b_j^*d_j).
\]

The force is minus the derivative:

\[
F_j=\langle V_j'\rangle+2D_j\,\mathrm{Re}(b_j^*d_j).
\]

Each part is the opposite of the corresponding part of the force on the electron.

### The total momentum

With the field on, ion \(j\) obeys \(\dot P_j=F_j-\partial W/\partial X_j+Z_j\mathcal E\). Since \(W\) depends on \(X_2-X_1\), its two forces add to zero. The forces \(F_j\) cancel against those on the electron, which leaves

\[
P_{\rm tot}=\langle p\rangle+P_1+P_2,\qquad
\frac{dP_{\rm tot}}{dt}=(Z_1+Z_2-1)\mathcal E .
\]

Action and reaction thus balance for the canonical momentum \(\langle p\rangle\). The sum in the tempting solution differs from \(P_{\rm tot}\) by \(v_{\rm NL}\). The same term enters the motion of the centre of mass. For \(G=\langle x\rangle+\sum_jM_jX_j\),

\[
\frac{dG}{dt}=P_{\rm tot}+v_{\rm NL}.
\]

Without a field \(P_{\rm tot}\) is constant, but \(dG/dt\) need not be. Moving the electron and the ions together leaves the energy unchanged, and this symmetry protects \(P_{\rm tot}\). The law that total momentum equals total mass times centre-of-mass velocity rests on a second symmetry, invariance under a change to a uniformly moving frame. A local interaction has it. The projector \(\beta_j(x-X_j)\) does not, because the boost \(\psi\to e^{ivx}\psi\) changes \(D_j|b_j|^2\). A projector that carries the velocity of its ion, \(\beta_j(x-X_j)\,e^{i\dot X_j(x-X_j)}\), restores the symmetry although it still does not commute with \(x\). With \(b_j\) and \(c_j\) taken from that projector, \(\partial(D_j|b_j|^2)/\partial\dot X_j=-2D_j\,\mathrm{Im}(c_j^*b_j)\), so the canonical momentum of the ion becomes \(P_j=M_j\dot X_j+2D_j\,\mathrm{Im}(c_j^*b_j)\) and \(dG/dt=P_{\rm tot}\). In that case the sum \(d\langle x\rangle/dt+\sum_jM_j\dot X_j\) does change at the rate \((Z_1+Z_2-1)\mathcal E\), while \(d\langle x\rangle/dt\) still differs from \(\langle p\rangle\).

The balance changes if an ion is clamped, because the clamp then supplies an external force. With the field on, it also fails if the wavefunction reaches the edge of the box, where the term \(\mathcal Ex\) jumps on a periodic grid. Without a field, and with periodic \(V_j\) and \(\beta_j\), \(P_{\rm tot}\) stays conserved.

## The numbers

**Velocity at \(t=8\).** With \(\mathrm{Im}(c^*b)=\mathrm{Re}\,c\,\mathrm{Im}\,b-\mathrm{Im}\,c\,\mathrm{Re}\,b\), the two ions contribute

\[
2(1)\big[(0.0896)(-0.2321)+(0.2859)(0.0925)\big]=0.0113,
\]
\[
2(-0.5)\big[(0.1157)(0.0886)-(0.7068)(0.1434)\big]=0.0911 .
\]

Thus \(v_{\rm NL}=0.1024\) and \(d\langle x\rangle/dt=-0.1680+0.1024=-0.0656\). This agrees with the slope \(-0.0655\) within the rounding of the inputs. The velocity is about \(-1.43\times10^5\) m/s.

Both contributions oppose \(\langle p\rangle\) at this time. The kick formula does not predict these signs ion by ion, since the pulse is not short. Applied to the initial state it gives \(2D_j(c_0^2-b_0e_0)=+0.033\) for ion 1 and \(-0.513\) for ion 2, so only the larger term, from ion 2, has the same sense in both cases.

**Forces at \(t=8\).** With \(\mathrm{Re}(b^*d)=\mathrm{Re}\,b\,\mathrm{Re}\,d+\mathrm{Im}\,b\,\mathrm{Im}\,d\), the nonlocal forces on the ions are

\[
2(1)\big[(0.0925)(-0.1400)+(-0.2321)(0.4467)\big]=-0.2333,
\]
\[
2(-0.5)\big[(-0.1434)(0.0987)+(0.0886)(-0.5370)\big]=0.0617 .
\]

Adding the local parts gives \(F_1=0.1943-0.2333=-0.0390\) and \(F_2=-0.0641+0.0617=-0.0024\). On each ion the two parts largely offset each other, so omitting one would badly misjudge the force. Without the nonlocal part the force on ion 1 would even change sign, and without the local part the force on ion 2 would.

The force on the electron is \(0.0390+0.0024-0.0173=0.0241\), equal to the finite-difference slope of \(\langle p\rangle\) to the digits shown.

The ions are \(1.0421+1.0697=2.1118\) apart and repel each other with the force \(1/2.1118^2=0.2242\). Therefore

\[
\dot P_1=-0.0390-0.2242+0.0173=-0.2459,
\]
\[
\dot P_2=-0.0024+0.2242+0.0173=0.2391 .
\]

The sum of all three rates is \(0.0241-0.2459+0.2391=0.0173\). This is the field times the net charge, which is 1 here.

**The complete pulse.** The mean of \(\sin^2\) over the pulse is \(1/2\), so the impulse is \(0.05\times10/2=0.25\). At \(t=20\) the propagation gives \(\langle p\rangle=0.0610\), \(P_1=-4.0437\) and \(P_2=4.2327\), with the sum

\[
0.0610-4.0437+4.2327=0.2500 .
\]

In SI units this is \(4.98\times10^{-25}\) kg m/s. The large ionic momenta come mainly from the mutual repulsion and almost cancel.

**The cost of each omission.** Up to \(t=8\) the field has delivered

\[
0.05\left[\frac82-\frac{10}{4\pi}\sin(1.6\pi)\right]=0.238 .
\]

The tempting sum at that time is \(0.238+0.102=0.340\), about 43% above the impulse it was supposed to equal.

A different error is to keep the full \(H\) for the electron but drop the nonlocal force on the ions. A second propagation with this omission departs from the momentum balance by up to 3.46, nearly fourteen times the whole impulse of the pulse. In that propagation the departure is minus the time integral of the omitted forces \(\sum_j2D_j\,\mathrm{Re}(b_j^*d_j)\). For the order of magnitude only, the nonlocal ionic forces found above at \(t=8\) add to \(-0.1716\), and a constant force of this size acting for a time of 20 would amount to 3.4. The actual force varies in time and belongs to a different trajectory, so the closeness of the two numbers should not be read as a test.

A third propagation, with the full forces but no field, isolates the centre of mass. The system starts at rest, so \(P_{\rm tot}=0\) and \(dG/dt=v_{\rm NL}\). The difference between the largest and smallest values of \(dG/dt\) is 0.068. In this model the centre of mass therefore moves unevenly although no external force acts and the total momentum stays zero. This motion, like the 43% excess of the tempting sum, comes from projectors that ignore the ionic velocity. It is not a property of real atoms, and it disappears when the projectors carry the phase \(e^{i\dot X_j(x-X_j)}\).

All numerical values are calculated from the stated model.
